# Which energy to assign to the atom removed from an alloy

**Q:** I am computing vacancy formation energies in a disordered alloy of A and B. I take a cell of $N$ atoms with energy $E$, remove one atom to get $E_{\rm vac}$, and evaluate $E_{\rm vac}-\frac{N-1}{N}E$. This works in a pure metal, and here too it compares equal numbers of atoms. If someone objects, I can use the energy of the pure element instead.

**A:** Equal numbers of atoms are not enough; the two crystals must contain the same atoms. Let the full crystal contain $N_A$ and $N_B$ atoms, with $x=N_B/N$. After an A atom is removed, the defective crystal contains $N_A-1$ and $N_B$. Your reference crystal has $N-1$ atoms at the old composition: compared with the full crystal, it lacks $1-x$ of an A atom and $x$ of a B atom. Compared with the defective crystal, it therefore has $x$ of an A atom too many and $x$ of a B atom too few.

**Q:** That changes the composition by something of order $1/N$. Surely it disappears in a large cell?

**A:** The change in $x$ does, but it acts on $N$ atoms. Let $e(x)$ be the energy per atom of the perfect alloy at zero pressure. With one A atom fewer, the fraction of B is

$$x'=\frac{N_B}{N-1}=\frac{xN}{N-1}=x+\frac{x}{N-1}.$$

The perfect crystal made of the correct atoms therefore has energy

$$(N-1)\,e(x')=(N-1)\,e(x)+x\,e'(x)+O(1/N),$$

because the factor $N-1$ cancels the denominator of $x'-x$. Your reference contains the first term and omits the second, which stays finite however large the cell is.

**Q:** Then what energy should the removed atom carry?

**A:** The one that turns the energy of the full crystal into that of the perfect crystal with one A atom fewer. That is the chemical potential, here without its entropy part:

$$\mu_A=\frac{\partial (Ne)}{\partial N_A}=e+Ne'\frac{\partial x}{\partial N_A},\qquad \frac{\partial x}{\partial N_A}=-\frac{N_B}{N^2}=-\frac{x}{N}.$$

For B, $\partial x/\partial N_B=1/N-N_B/N^2=(1-x)/N$. Hence

$$\mu_A=e-xe',\qquad \mu_B=e+(1-x)e'.$$

Subtracting gives $\mu_B-\mu_A=e'$. Weighting by composition gives

$$(1-x)\mu_A+x\mu_B=e-x(1-x)e'+x(1-x)e'=e,$$

which is Euler's relation at zero pressure. Write $R_s$ for the mean energy needed to take an atom of species $s$ from the crystal to infinity. The mean formation energy is then

$$E_f(s)=R_s+\mu_s .$$

The algebra is in atomic units. No conversion factor appears, so the same relations hold with every energy in eV.

**Q:** I have a cell at one composition, not a curve $e(x)$. Where do I get $e'$?

**A:** From substitutions. Suppose that each site is occupied independently, and temporarily give site $i$ its own probability $x_i$ of holding B. The average energy of the crystal is

$$\bar E=(1-x_i)\langle E\rangle_{i=A}+x_i\langle E\rangle_{i=B}.$$

The two conditional averages depend on the other sites and not on $x_i$, so

$$\frac{\partial\bar E}{\partial x_i}=\langle E\rangle_{i=B}-\langle E\rangle_{i=A}.$$

The right side is the mean energy of changing A into B at site $i$. Now set every $x_i=x$. By the chain rule, the derivative of $\bar E=Ne(x)$ is the sum of these terms over the $N$ sites. Dividing by $N$ gives

$$e'(x)=D,\qquad D=\langle E(A\to B)\rangle .$$

So replace A by B at many A sites, one at a time, and average. Euler's relation then separates the difference $D$ into $\mu_A$ and $\mu_B$.

**Q:** Does this survive relaxation?

**A:** Yes, provided that each arrangement has a definite relaxed energy. The derivation used $E$ as a function of the occupations and nothing about its form. A ring of seven elastically coupled atoms of two sizes, with all positions relaxed, tests this: the slope and the mean substitution energy are both 0.0519 eV.

The lattice spacing $r$ needs one more remark. At zero pressure $\partial e/\partial r=0$, so

$$\frac{de}{dx}=\left.\frac{\partial e}{\partial x}\right|_r+\frac{\partial e}{\partial r}\frac{dr}{dx}=\left.\frac{\partial e}{\partial x}\right|_r .$$

Substitutions at the alloy's equilibrium spacing therefore give the full slope. Under pressure, the enthalpy takes the place of the energy.

**Q:** I would still get two vacancy energies, one for removing A and one for removing B.

**A:** In a random alloy their means coincide. The surroundings of a site are statistically independent of its occupant, so both removals leave the same set of vacancies. Let $E_V$, $E_A$ and $E_B$ be the crystal energies with one site empty, or holding A or B, in the same surroundings. Then

$$R_A-R_B=\langle E_V-E_A\rangle-\langle E_V-E_B\rangle=\langle E_B-E_A\rangle=D=\mu_B-\mu_A .$$

Rearranged, this is $R_A+\mu_A=R_B+\mu_B$. The vacancy keeps no record of which atom left. The equality concerns averages; at an individual site, the substitution energy generally differs from $D$.

**Q:** How large is the error in numbers?

**A:** Take a model fcc alloy with $x=0.25$ and interactions between nearest neighbours. Its energy is

$$E=\sum_i\Big[\sum_j \rho_{ij}-\Big(\sum_j h_{ij}^2\Big)^{1/2}\Big],$$

where, for a pair of species $a,b$ at distance $r$,

$$\rho=\frac{\epsilon_{ab}}{12}\frac{q}{p-q}e^{-p(r/r_{ab}-1)},\qquad h^2=\frac{1}{12}\Big(\frac{\epsilon_{ab}\,p}{p-q}\Big)^2e^{-2q(r/r_{ab}-1)} .$$

The parameters are $p=10$ and $q=3$, with $\epsilon_{ab}=3.5,\,3.2,\,2.5$ eV and $r_{ab}=2.6,\,2.7,\,2.8$ angstrom for AA, AB and BB. In a pure crystal at $r=r_{aa}$, the twelve neighbours give $\epsilon_{aa}(q-p)/(p-q)=-\epsilon_{aa}$ per atom. The spacing is relaxed at each composition, but local displacements are left out, so the vacancy energies are unrelaxed ones; local relaxation would lower the formation energy by roughly 0.02 to 0.03 eV.

The alloy has $e=-3.302$ eV and $e'=0.843$ eV. Thus

$$\mu_A=-3.302-0.25(0.843)=-3.513\ \text{eV},$$
$$\mu_B=-3.302+0.75(0.843)=-2.670\ \text{eV}.$$

The removal energies are $R_A=4.504$ eV and $R_B=3.661$ eV, so

$$E_f(A)=4.504-3.513=0.991\ \text{eV},$$
$$E_f(B)=3.661-2.670=0.991\ \text{eV},$$

or 0.0364 hartree. Your reference gives $4.504-3.302=1.202$ eV for A and $3.661-3.302=0.359$ eV for B. The errors relative to 0.991 eV are $+0.211$ and $-0.632$ eV, which are $e-\mu_A=xe'$ and $e-\mu_B=-(1-x)e'$.

**Q:** But if I average my two values over the composition, I get $0.75(1.202)+0.25(0.359)=0.991$ eV. That looks like a confirmation.

**A:** The average is right because of Euler's relation: $(1-x)xe'-x(1-x)e'=0$. It confirms neither of the separate values. Nor may their difference be read as a preference of vacancies for one kind of site, since it equals $R_A-R_B=D$, the energy of exchanging the atoms.

The pure elements, at $-3.500$ and $-2.500$ eV, give 1.004 eV for A and 1.161 eV for B. Their weighted average is 1.043 eV, too high by 0.052 eV. The reason is that the mixing energy, $e$ minus the weighted pure-element energy, is $-0.052$ eV per atom here, so the weighted pure-element energy lies above $e$ by that amount.

**Q:** Is the mean-energy reference at least safe in a dilute alloy?

**A:** For the host, yes. As $x\to0$ the error $xe'$ vanishes for A, while the error for B tends to $-e'$. At $x=0.05$ the correct value is 1.042 eV, and your reference gives 1.080 eV for A but 0.314 eV for B. In this limit $\mu_B$ tends to the host energy per atom plus the energy of substituting one B atom into pure A. It is generally neither the host energy nor that of pure B.

**Q:** How many sites must I sample?

**A:** Enough to average over the surroundings. In 240 random cells of 108 sites, every site was substituted and emptied explicitly. The A-to-B energy averages $0.848\pm0.003$ eV, and minus the B-to-A energy averages $0.847\pm0.003$ eV, where the uncertainties are standard errors. Both agree with the slope, 0.843 eV, within the five standard errors allowed in the test. The removal energies scatter from site to site with standard deviations of 0.07 eV for A and 0.19 eV for B. A single removal therefore does not determine the mean, even with the right $\mu_s$. These cells had each site filled independently. If the number of B atoms is held fixed instead, the occupations are slightly correlated and the two means differ by a term of order $1/N$: with exactly 27 B atoms in 108 sites and $D$ taken from A-to-B substitutions, the recipe gives 0.988 eV from A and 1.002 eV from B.

**Q:** A real alloy has a temperature and some short-range order. What happens to $\mu_s$ then?

**A:** Compare probabilities at one site with its surroundings $\eta$ held fixed. Let the crystal exchange atoms at chemical potentials $\mu_A,\mu_B$, which now include entropy. At zero pressure the number of lattice sites is free, so an empty site carries no chemical potential. With $\Delta E_s=E_V-E_s$ and temperature $T$ in energy units,

$$\frac{p(V,\eta)}{p(s,\eta)}=e^{-(\Delta E_s+\mu_s)/T}.$$

Multiply by $p(s,\eta)$ and sum over $\eta$. For dilute vacancies, the surroundings have the statistics of the vacancy-free alloy, and the vacancy fraction is

$$c_V=x_s\left\langle e^{-(\Delta E_s+\mu_s)/T}\right\rangle_s ,$$

where $x_A=1-x$, $x_B=x$, and the average runs over sites holding $s$. The same comparison between B and A, with $\Delta E_{AB}=E_B-E_A$, gives

$$\frac{x_B}{x_A}=e^{(\mu_B-\mu_A)/T}\left\langle e^{-\Delta E_{AB}/T}\right\rangle_A .$$

Taking the logarithm and solving for the difference,

$$\mu_B-\mu_A=T\ln\frac{x_B}{x_A}-T\ln\left\langle e^{-\Delta E_{AB}/T}\right\rangle_A .$$

Euler's relation now reads $x_A\mu_A+x_B\mu_B=g$, with $g$ the free energy per atom. Vibrations are omitted here.

**Q:** How does this return to the energies we used before?

**A:** Let $T$ be large compared with the spread of the substitution energies. To leading order the alloy is random, the last term becomes $D$, and $g=e+T(x_A\ln x_A+x_B\ln x_B)$. Then

$$\mu_A=g-x_B(\mu_B-\mu_A)=e-x_BD+T(x_A+x_B)\ln x_A=e-xe'+T\ln x_A ,$$

since the two terms in $x_B\ln x_B$ cancel and $x_A+x_B=1$. The factor $x_A$ in $c_V$ cancels $e^{-\ln x_A}$, leaving the energy part of $\mu_A$ in the exponent. Adding $T\ln x_A$ to the formation energy while dropping the factor $x_A$ would count mixing wrongly. The limit is demanding. In the fcc model the A-to-B energies have a standard deviation of 0.13 eV, about 1500 K. At $T=0.08$ eV a random arrangement with the energy parts of $\mu_s$ gives $-T\ln c_V$ of about 0.96 eV from A and 0.70 eV from B. The disagreement shows that the random alloy is not the equilibrium state there, and that $c_V$ cannot be taken as $e^{-E_f/T}$ with the mean $E_f$.

A chain with short-range order tests the finite-temperature relations. It has bond energies $-1.0$, $-0.9$ and $-0.7$ eV for AA, AB and BB, with $x=0.25$ and $T=0.08$ eV. Adjacent vacancies are forbidden, because lengthening a gap in such a chain would cost no energy and the chain would come apart. Treating vacancies as a third kind of occupant gives $c_V=1.205\times10^{-5}$ per site. The formula gives the same value to these digits from A and from B. Putting $e$ in the exponent, without the factor $x_s$, gives $5.8\times10^{-6}$ from A and $1.1\times10^{-4}$ from B: two answers for one concentration.

**Q:** Can I use the same recipe in an ordered compound?

**A:** Not to fix a single value. In an ordered A$_3$B crystal of the fcc model, changing A into B costs 0.917 eV, while minus the energy of changing B into A is 0.594 eV, both without local relaxation. The two species occupy different kinds of site, so these numbers need not agree. If the perfect compound is to be stable against either substitution at zero temperature, then

$$0.594\ \text{eV}\le\mu_B-\mu_A\le0.917\ \text{eV}.$$

Local relaxation around the substituted atom moves these limits inward, to about 0.65 and 0.87 eV. Competing phases also narrow the range: on the rigid lattice, stability against pure A raises the lower limit to 0.670 eV, and stability against the layered AB crystal brings the upper limit down to 0.859 eV or below. Euler's relation still fixes the weighted sum, but the difference depends on what the compound is in equilibrium with. If it coexists with pure B, $\mu_B$ is the energy per atom of pure B, and your pure-element reference is correct for B. Check first that such coexistence is possible. The model compound has $-3.3324$ eV per atom, so $\mu_B=-2.500$ eV would require $\mu_A=[-3.3324-0.25(-2.500)]/0.75=-3.610$ eV. The difference $\mu_B-\mu_A$ would be 1.110 eV, above the allowed range: replacing A by B in the compound would then lower the energy, so this compound cannot coexist with pure B.

## Numbers as computed

```
FCC MODEL, energies in eV, distances in angstrom
pair energies AA, AB, BB: 3.5, 3.2, 2.5 eV
pair distances AA, AB, BB: 2.6, 2.7, 2.8 angstrom
decay exponents p, q: 10.0, 3.0 (no unit)
fraction of B: 0.25 (no unit)
relaxed neighbour distance: 2.6513 angstrom
alloy energy per atom e: -3.3018 eV
slope e' = de/dx: 0.8428 eV
pure A, pure B energy per atom: -3.5000, -2.5000 eV
mixing energy per atom: -0.0518 eV
mu_A, mu_B: -3.5125, -2.6697 eV
mu_A, mu_B by atom count, N=4000: -3.5125, -2.6697 eV
removal energy R_A, R_B: 4.5036, 3.6608 eV
E_f correct, A and B: 0.9911, 0.9911 eV
E_f correct in atomic units: 0.03642 hartree
E_f mean-energy reference, A and B: 1.2018, 0.3590 eV
E_f pure-element reference, A and B: 1.0036, 1.1608 eV
weighted E_f, mean-energy reference: 0.9911 eV
weighted E_f, pure-element reference: 1.0429 eV
EXPLICIT CELLS: 240 cells of 108 sites
mean A->B energy: 0.8479 +/- 0.0028 eV
minus mean B->A energy: 0.8467 +/- 0.0032 eV
mean removal of A: 4.5009 +/- 0.0015 eV; site spread 0.0684 eV
mean removal of B: 3.6548 +/- 0.0048 eV; site spread 0.1935 eV
COMPOSITION SCAN: x_B; correct E_f; mean-reference A; B (eV)
  0.05; 1.0419; 1.0802; 0.3141
  0.25; 0.9911; 1.2018; 0.3590
  0.50; 0.9220; 1.4130; 0.4311
  0.75; 0.8432; 1.7038; 0.5563
ORDERED A3B: A->B energy 0.9175 eV, minus B->A energy 0.5936 eV
RELAXED RING, 7 atoms: slope 0.051923 eV, mean A->B 0.051923 eV
ring relaxation energy per atom: 0.01401 eV
CHAIN: kT = 0.08 eV; bonds AA, AB, BB = -1.0, -0.9, -0.7 eV
chain energy e, free energy g per atom: -0.9473, -0.9907 eV
chain mu_B-mu_A: exchange average 0.15026 eV, slope of g 0.15026 eV
chain mu_A, mu_B: -1.0282, -0.8780 eV
vacancy fraction, three-state calculation: 1.20471e-05 per site
vacancy fraction predicted from A, from B: 1.20474e-05, 1.20474e-05 per site
vacancy fraction with mean-energy reference, A, B: 5.841e-06, 1.146e-04 per site
```
